# Force-theorem exchange, constraining fields and Bruno's renormalization: a dialogue

**Q.** I take exchange parameters from the LKAG formula and form $\omega(\mathbf q)=4[J(0)-J(\mathbf q)]/m$. The magnetic force theorem makes the energy of a small rotation equal to the change of the band energy, so I regard these parameters as exact at second order in the angles, at any wavevector. What is there to object to?

**A.** We should fix a functional in which both energies can be computed. Take Hartree units, fixed temperature, real hopping $H_0$, any number of orbitals per site and no spin-orbit coupling. A site field $\mathbf B_i$ enters as $-\mathbf B_i\cdot\boldsymbol\sigma$, uniform over the orbitals of site $i$. The band grand potential $\Omega[\mathbf B]$ gives the moments $\mathbf m_i=-\partial\Omega/\partial\mathbf B_i$, counted as $n_\uparrow-n_\downarrow$. Its Legendre transform $T_s[\mathbf m]=\Omega+\sum_i\mathbf B_i\cdot\mathbf m_i$ obeys $\partial T_s/\partial\mathbf m_i=\mathbf B_i$. The mean-field functional is
$$E[\mathbf m]=T_s[\mathbf m]-\sum_i\tfrac14I_i|\mathbf m_i|^2 .$$
With an external field $\mathbf b_i$, stationarity of $E-\sum\mathbf b\cdot\mathbf m$ gives $\mathbf B_i=\tfrac12I_i\mathbf m_i+\mathbf b_i$. The reference state is collinear along $z$ with $\mathbf b=0$ and $m_i>0$, so the splitting is $\Delta_i=2B_i=I_im_i$.

For $E=-\sum_{i\ne j}J_{ij}\mathbf e_i\cdot\mathbf e_j$ and tilts $\theta_i$ in one plane, the cosine expands to $\delta E=\tfrac12\sum J_{ij}(\theta_i-\theta_j)^2=\tfrac12\theta^TH\theta$, with $H_{ij}=2(\delta_{ij}\sum_lJ_{il}-J_{ij})$. A cone spiral on a Bravais lattice has tilts $\theta\cos\mathbf q\cdot\mathbf R$ and $\theta\sin\mathbf q\cdot\mathbf R$ along $x$ and $y$, hence $\delta E=\tfrac12H(\mathbf q)\theta^2$ per site. A rigid spin $m/2$ loses $\delta S_z=m\theta^2/4$, and $\omega=\delta E/\delta S_z=2H(\mathbf q)/m$ is your formula. It contains two separate claims, one on $H$ and one on $\delta S_z$.

**Q.** Start with $H$. Show me that you reproduce my parameters.

**A.** Define the bare transverse response by $\delta m_{x,i}=\sum_j\chi_{0,ij}\,\delta B_{x,j}$. A spin rotation by $\pi$ about $z$ reverses $x$ components and leaves the reference state unchanged, so $x$ and $z$ do not mix in linear response. Second-order perturbation theory gives $\delta\Omega=-\tfrac12\delta B_x^T\chi_0\,\delta B_x$ with
$$\delta B_x^T\chi_0\,\delta B_x=\sum_{ab}\frac{f_a-f_b}{\varepsilon_b-\varepsilon_a}\,|\langle a|\delta V|b\rangle|^2 .$$
The Fermi function decreases strictly at finite temperature, so every quotient is positive and $\chi_0$ is positive definite. Turning all fields by one angle turns all moments by it, which gives $\sum_j\chi_{0,ij}B_j=m_i$, or $\chi_0(0)=2m/\Delta$ on a lattice.

The force theorem turns the fields at fixed length: $\delta B_{x,i}=B_i\theta_i$ and $\delta B_{z,i}=-\tfrac12B_i\theta_i^2$. Then $\delta\Omega=-\sum_im_i\,\delta B_{z,i}-\tfrac12\delta B_x^T\chi_0\,\delta B_x$ to order $\theta^2$. With diagonal matrices $B=\mathrm{diag}(B_i)$, $M=\mathrm{diag}(m_i)$ and $D=BM$,
$$\tilde H=D-B\chi_0B .$$
The rows of $\tilde H$ sum to $B_im_i-B_im_i=0$, so it has the Heisenberg form with $\tilde J_{ij}=\tfrac12B_iB_j\chi_{0,ij}=\Delta_i\Delta_j\chi_{0,ij}/8$. In terms of Green functions, $\delta\rho=k_BT\sum_nG\,\delta V\,G$ with $\delta V=-\delta B_{x,j}\sigma_x$ on site $j$. Tracing with $\sigma_x$ on site $i$ gives the two orders $\uparrow\downarrow$ and $\downarrow\uparrow$, equal because real hopping makes $G$ symmetric, so $\chi_{0,ij}=-2k_BT\sum_n\mathrm{Tr}\,G^\uparrow_{ij}G^\downarrow_{ji}$. The contour identity $k_BT\sum_nF=-\pi^{-1}\mathrm{Im}\int f\,F(\varepsilon+i0)\,d\varepsilon$ turns this into
$$\tilde J_{ij}=\frac1{4\pi}\,\mathrm{Im}\int d\varepsilon\,f(\varepsilon)\,\mathrm{Tr}\big[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\big].$$
This is LKAG. Here $G_\sigma^{-1}=z-H_0\pm B$ is a spin-independent matrix plus a site-diagonal spin-dependent one. The KKR path operator, $\tau^{-1}=\mathsf t^{-1}-G_{\rm struct}$, has the same structure, so $\tau$ takes the place of $G$ and $\mathsf t_\uparrow^{-1}-\mathsf t_\downarrow^{-1}$ that of $\Delta_i$.

**Q.** Then we agree. The band energy is variational, and errors are of second order.

**A.** They are of second order in the failure of self-consistency, and the order of that failure in $\theta$ decides the matter. In a cone spiral the field couples $\mathbf k\uparrow$ to $\mathbf k+\mathbf q\downarrow$, and for one band
$$H_{\mathbf k}=\begin{pmatrix}\varepsilon_{\mathbf k}-B_z&-B_x\\-B_x&\varepsilon_{\mathbf k+\mathbf q}+B_z\end{pmatrix}.$$
The eigenvalues are the mean diagonal $\mp|\mathbf h|$, with $\mathbf h=(B_x,\;B_z+\tfrac12(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}))$, and the eigenspinors point along $\pm\mathbf h$. So $m_x=N^{-1}\sum_{\mathbf k}(f_--f_+)B_x/|\mathbf h|$. As $B_x\to0$, $h_z\to g_{\mathbf k}/2$, and
$$\chi_0(\mathbf q)=\frac2N\sum_{\mathbf k}\frac{w_{\mathbf k}}{g_{\mathbf k}},\quad g_{\mathbf k}=\Delta+\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k},\quad w_{\mathbf k}=f^\uparrow_{\mathbf k}-f^\downarrow_{\mathbf k+\mathbf q}.$$
Your frequency is $\tilde\omega=2\tilde H/m=(2/m)[\tfrac12m\Delta-\tfrac14\Delta^2\chi_0(\mathbf q)]$, and $\chi_0(0)=2m/\Delta$ makes it
$$\tilde\omega=\Delta\,[1-\chi_0(\mathbf q)/\chi_0(0)] .$$
The moment that comes out has the angle
$$\theta_{\rm out}=\frac{\chi_0(\mathbf q)B\theta}{m}=\theta\,\frac{\chi_0(\mathbf q)}{\chi_0(0)}=\theta\,(1-\tilde\omega/\Delta).$$
The mismatch $\theta\tilde\omega/\Delta$ is of first order in $\theta$. Its square is of order $\theta^2$, the order of the energy you want.

**Q.** What is the energy with the moments really at the angles $\theta_i$?

**A.** Hold them there by fields $\mathbf b_i\perp\mathbf m_i$ and let the lengths relax. $E$ is stationary at the reference state, so $\delta E$ starts with the quadratic form in $\delta\mathbf m$. The transverse change is $m_i\theta_i$. The longitudinal change is even in $\theta$, hence $O(\theta^2)$, provided the longitudinal block of the Hessian is not singular; since the blocks do not mix, it costs $O(\theta^4)$. The same argument covers charge relaxation and a fixed electron number. The transverse block is $\partial B_x/\partial m_x=\chi_0^{-1}$ from $T_s$ and $-I_i/2$ from the interaction. With $\tfrac12I_im_i^2=B_im_i$,
$$H=M\chi_0^{-1}M-D .$$
Now eliminate $\chi_0$. From $B\chi_0B=D-\tilde H$ follows $\chi_0^{-1}=B(D-\tilde H)^{-1}B$, and diagonal matrices commute, so $H=D(D-\tilde H)^{-1}D-D$. Writing the last term as $(D-\tilde H)(D-\tilde H)^{-1}D$ and subtracting gives $H=\tilde H(D-\tilde H)^{-1}D$. Since $(D-\tilde H)^{-1}D=[D^{-1}(D-\tilde H)]^{-1}$,
$$H=\tilde H\,(1-D^{-1}\tilde H)^{-1}.$$
That is Bruno's renormalization. On a Bravais lattice $\tilde H/D=(m\tilde\omega/2)/(m\Delta/2)$, and the rigid-moment frequency is
$$\omega_B=\frac{\tilde\omega}{1-\tilde\omega/\Delta}=2m\Big[\frac1{\chi_0(\mathbf q)}-\frac1{\chi_0(0)}\Big],\qquad\frac{\omega_B}{\tilde\omega}=\frac{\chi_0(0)}{\chi_0(\mathbf q)}=1+\frac{\omega_B}\Delta .$$
In this model it is exact at order $\theta^2$. In LSDA the exchange-correlation energy depends on $|\mathbf m(\mathbf r)|$ locally and its transverse kernel is $-B/m$, so the same algebra holds with points in place of sites and $D(\mathbf r)=B(\mathbf r)m(\mathbf r)$. Reducing that to one angle and one $\Delta$ per cell is an added approximation.

**Q.** Does the error have a definite sign, and where does the energy sit?

**A.** Write $\tilde H=\tilde H(D-\tilde H)^{-1}(D-\tilde H)$ and subtract:
$$H-\tilde H=\tilde H(D-\tilde H)^{-1}\tilde H .$$
The middle factor is the inverse of $B\chi_0B$, which is positive definite, so $H-\tilde H$ is positive semidefinite. On a lattice $\chi_0(\mathbf q)>0$ also gives $\tilde\omega<\Delta$: the force-theorem spectrum is capped by the splitting. The denominator $1-\tilde\omega/\Delta$ is positive, so $\tilde\omega$ and $\omega_B$ share their sign and agree on stability.

The transverse field needed is $m\theta/\chi_0(\mathbf q)$, the exchange field supplies $\tfrac12Im\theta=m\theta/\chi_0(0)$, and the difference is $b=\tfrac12\omega_B\theta$. Because $\Omega$ is concave, $T_s[\mathbf m]$ is the maximum of $\Omega[\mathbf B']+\mathbf B'\cdot\mathbf m$. The force theorem evaluates this at the rotated field, which misses the maximizer by $b$ and falls short by $\tfrac12b\chi_0b$. The field $b$ supplies the missing moment, $\chi_0b=m(\theta-\theta_{\rm out})$, so the deficit is
$$\tfrac12\,b\,m(\theta-\theta_{\rm out})=\tfrac14m\theta^2\;\omega_B\tilde\omega/\Delta ,$$
in agreement with $\omega_B-\tilde\omega=\omega_B\tilde\omega/\Delta$. Relative to $\omega_B$, the force theorem is low by the fraction $\tilde\omega/\Delta$.

The inequality concerns the quadratic form, not single pairs. In a ring of four inequivalent two-orbital sites with splittings from 0.016 to 0.030 Ha, $J_{12}$ goes from $-7.48\times10^{-4}$ to $-5.70\times10^{-4}$ Ha and $J_{13}$ from $3.93\times10^{-4}$ to $2.37\times10^{-4}$ Ha: both shrink in magnitude. The numerical check confirms there that the matrix relation matches the self-consistent constrained Hessian within $5\times10^{-5}$ of its largest element, and that $H-\tilde H$ has no negative eigenvalue beyond numerical error. The derivation used stationarity, a positive $\chi_0$, nonzero $B_im_i$ and a non-singular longitudinal block; the state need not be a minimum.

**Q.** Is the stiffness from LKAG wrong too?

**A.** No. $\chi_{0,ij}$ is symmetric, so $\chi_0(\mathbf q)$ is even, and at finite temperature it is analytic. For cubic symmetry $\tilde\omega=\mathcal Dq^2+O(q^4)$, and
$$\omega_B-\tilde\omega=\frac{\tilde\omega^2}{\Delta-\tilde\omega}=\frac{\mathcal D^2q^4}\Delta+O(q^6).$$
The stiffness $\mathcal D$ is untouched, because a slow spiral is nearly a global rotation and needs almost no constraint.

Take a simple-cubic band with nearest-neighbour hopping $t=0.01$ Ha, $n=0.1$ electrons per site, $k_BT=0.002$ Ha, a $40^3$ mesh and $\mathbf q=\xi(1,1,1)/a$. For each chosen $\Delta$, $I=\Delta/m$ makes the state self-consistent. At $\Delta=0.04$ Ha the constrained frequency lies above the rotated-field one by $(2.2245-2.2122)\times10^{-4}=1.23\times10^{-6}$ Ha at $\xi=0.05\pi$ and by $(9.0946-8.8924)\times10^{-4}=2.02\times10^{-5}$ Ha at $\xi=0.10\pi$. The ratio is 16.4, against $2^4=16$ for the leading term.

The zone corner $\xi=\pi$ is different. At $\Delta=0.0100$ Ha, $m=0.04406$ and $I=0.0100/0.04406=0.2270$ Ha. The rotated field gives $\tilde\omega=7.6474\times10^{-3}$ Ha, so $1-\tilde\omega/\Delta=0.23526$, and the moment is found tilted by 0.2353 of the field angle. Then
$$\omega_B=7.6474\times10^{-3}/0.23526=3.2506\times10^{-2}\ \text{Ha},$$
and the constrained calculation, extrapolated to $\theta\to0$, gives $3.2507\times10^{-2}$ Ha. That is 885 meV against 208 meV, a factor 4.25. The constraining field, $0.0163\,\theta$ Ha, is 3.25 times the transverse exchange field $0.0050\,\theta$ Ha. The check asserts $\omega_B$ and $2b/\theta$ to $2\times10^{-4}$ relative in all cases listed.

**Q.** With $\Delta$ in the denominator, I expect the correction to diverge for a weak ferromagnet.

**A.** At fixed $\mathbf q$ it does not, since $\tilde\omega$ vanishes with $\Delta$. Reverse $B$ in $\chi_0(\mathbf q)$ and substitute $\mathbf k\to-\mathbf k-\mathbf q$. As $\varepsilon_{-\mathbf k}=\varepsilon_{\mathbf k}$, the two band energies are exchanged, and the summand becomes $[f(\varepsilon_{\mathbf k+\mathbf q}+B)-f(\varepsilon_{\mathbf k}-B)]/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}-2B)$, which is the original one. The electron number is even in $B$, so $\mu$ is too. At finite temperature $\chi_0$ is therefore an analytic even function of $\Delta$, and with $L(\mathbf q)$ its paramagnetic value,
$$\frac{\omega_B}{\tilde\omega}=\frac{L(0)}{L(\mathbf q)}+O(\Delta^2),\qquad\tilde\omega\to\Delta\Big[1-\frac{L(\mathbf q)}{L(0)}\Big].$$
The limit is finite and set by the paramagnetic band alone. At $\Delta=0.0025$ Ha the constrained ratios are 4.2588 at $\xi=\pi$ and 1.5776 at $\xi=\pi/2$, against limits 4.2591 and 1.5734. Halving $\Delta$ from $0.2t$ to $0.1t$ cuts the deviation of $\chi_0(0)/\chi_0(\mathbf q)$ from its limit by 4.11 and 4.01, close to the factor 4 of a $\Delta^2$ law. The ratio need not grow steadily as $\Delta$ falls: at $\xi=\pi/2$ it reads 1.25, 1.84, 1.64, 1.58 for $\Delta=16t,4t,t,t/4$.

A weak ferromagnet does strain one assumption. The longitudinal Hessian is $dB/dm-B/m$, and the margin $1-(dm/dB)/(m/B)$ at fixed $n$ drops to 0.0028 at $\Delta=t/4$. Length relaxation is divided by that small stiffness, so the quadratic regime is confined to smaller angles.

**Q.** Is there a closed form for the limit?

**A.** For free electrons at zero temperature. Put $\Delta=0$, so $g=\tfrac12q^2+\mathbf k\cdot\mathbf q$. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ makes the second Fermi term equal to the first, and $L=4\,\mathrm P\!\int_{k<k_F}d^3k\,(2\pi)^{-3}/g$. The angular integral gives $(kq)^{-1}\ln|(q/2+k)/(q/2-k)|$, so
$$L=\frac1{\pi^2q}\int_0^{k_F}k\ln\Big|\frac{\alpha+k}{\alpha-k}\Big|dk,\qquad\alpha=\frac q2 .$$
An antiderivative vanishing at $k=0$ is $\tfrac12(k^2-\alpha^2)\ln|\cdots|+\alpha k$: the derivative of the logarithm is $2\alpha/(\alpha^2-k^2)$, which contributes $-\alpha$ and cancels the last term. With $x=q/2k_F$,
$$L=\frac{k_F}{\pi^2}F(x),\qquad F=\frac12+\frac{1-x^2}{4x}\ln\Big|\frac{1+x}{1-x}\Big| ,$$
and $\omega_B/\tilde\omega\to1/F$. At $x=1$, $F=\tfrac12$ and the factor is 2. Quadrature at $k_F=1$ bohr$^{-1}$, $\Delta=0.005$ Ha gives 1.0965, 2.0002 and 6.0716 for $q=1,2,3$ bohr$^{-1}$, against $1/F=1.0965$, 2.0000, 6.0716. For small $x$ the logarithm is $2x+\tfrac23x^3$, so $F=1-x^2/3$ and $\tilde\omega\to\Delta q^2/12k_F^2$. This took $\Delta\to0$ first. The stiffness needs $k_Fq\ll\Delta$; that the same value holds there at zero temperature, to leading order in $\Delta/k_F^2$, I have checked rather than derived: $\tilde\omega/q^2=4.171\times10^{-3}$ against $\Delta/12k_F^2=4.167\times10^{-3}$ Ha bohr² at $\Delta=0.05$ Ha, $q=0.02$ bohr$^{-1}$.

One caution follows. A spin flip costs $g=0$ when it joins the two Fermi spheres, which is possible for $k_\uparrow-k_\downarrow\le q\le k_\uparrow+k_\downarrow$, and $k_\uparrow-k_\downarrow=2\Delta/(k_\uparrow+k_\downarrow)\approx\Delta/k_F$. In that range the Stoner continuum reaches zero energy, and $\omega_B$ measures an energy curvature, not a sharp mode.

**Q.** Where the mode is sharp, I should then replace $\tilde\omega$ by $\omega_B$ and have the magnon.

**A.** That is the second claim, on $\delta S_z$, and it needs its own correction. A field precessing at frequency $\omega$ must match the spin-flip energy, which changes the denominators to $\chi_0(\mathbf q,\omega)=(2/N)\sum w/(g-\omega)$. Free precession requires $\delta m=\chi_0\cdot\tfrac12I\,\delta m$, or $\chi_0(\mathbf q,\omega)=2m/\Delta$, the RPA pole. Assume all $g_{\mathbf k}>0$ and $\omega_B>0$. Then $w_{\mathbf k}>0$, and $N^{-1}\sum w=n_\uparrow-n_\downarrow=m$ defines an average $\langle\cdot\rangle$ with $\chi_0=2m\langle(g-\omega)^{-1}\rangle$.

In the Niu–Kleinman adiabatic theory $\delta S_z$ is the spin lost by the constrained orbitals at fixed occupations. Each pair of states has $\langle\sigma_z\rangle=\pm h_z/|\mathbf h|\approx\pm(1-2B_x^2/g^2)$, so $\delta S_z=N^{-1}\sum wB_x^2/g^2=m\langle g^{-2}\rangle B_x^2$. Insert $B_x=m\theta/\chi_0=\theta/(2\langle g^{-1}\rangle)$:
$$\delta S_z=\tfrac14m\theta^2R,\qquad R=\frac{\langle g^{-2}\rangle}{\langle g^{-1}\rangle^2}\ge1,\qquad\omega_{NK}=\frac{\omega_B}R .$$
The inequality is Cauchy–Schwarz. To place the pole, let $a_n=\langle(g-\omega)^{-n}\rangle$ and $u=1/a_1$. The pole solves $u(\omega)=\Delta$, and $u(0)=2m/\chi_0(\mathbf q)=\Delta+\omega_B$. From $a_1'=a_2$ and $a_2'=2a_3$ follow $u'=-a_2/a_1^2$, so $u'(0)=-R$, and $u''=-2(a_1a_3-a_2^2)/a_1^3\le0$, again by Cauchy–Schwarz. The tangent at $\omega=0$ reaches $\Delta$ at $\omega_B/R$. Below the smallest gap $u$ is concave and decreasing, so it lies below its tangent; on a finite mesh $a_1$ diverges and $u\to0<\Delta$ at the smallest gap, so $u$ crosses $\Delta$ below that gap, and no later than the tangent does:
$$\omega_{\rm pole}\le\omega_{NK}\le\omega_B .$$
So $\omega_B$ is an upper bound here. Equality would need all gaps equal; since $\sum_{\mathbf k}(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})=0$ and every $w_{\mathbf k}$ is positive, that means $g=\Delta$ and $\omega_B=0$, so for $\omega_B>0$ both inequalities are strict. The root found this way is the magnon only if it carries the weight. At $\Delta=0.16$ Ha, $\xi=\pi$ the smallest gap, $\Delta-12t=0.04$ Ha, belongs to a pair with occupation near $10^{-20}$ and the root is pinned against it, while the moment precesses at about 0.0828 Ha, above that gap. The argument covers this mode once such thermally empty pairs are dropped from the average, and $\omega_B=0.0833$ Ha bounds it again. With gaps of both signs the argument does not apply.

**Q.** How large is $R-1$ beside $\tilde\omega/\Delta$?

**A.** Expand about the mean gap $\bar g$ with variance $s^2$: $\langle g^{-2}\rangle\approx\bar g^{-2}(1+3s^2/\bar g^2)$ and $\langle g^{-1}\rangle^2\approx\bar g^{-2}(1+2s^2/\bar g^2)$, so $R-1\approx s^2/\bar g^2$. At small $q$, $\bar g\approx\Delta$ and $g-\Delta\approx\mathbf v_{\mathbf k}\cdot\mathbf q$, so $s^2\propto q^2$ and, to leading order in both small terms,
$$\omega_{NK}\approx\tilde\omega\,[1+\tilde\omega/\Delta-s^2/\Delta^2].$$
Both corrections to the frequency are of order $q^4$, with opposite signs. At $\Delta=0.04$ Ha, $\xi=0.1\pi$ (smallest gap 0.0212 Ha), $\tilde\omega/\Delta=0.0222$, $R-1=0.0297$ and $s^2/\Delta^2=0.0290$. The second term wins: $\omega_B/R=9.0946\times10^{-4}/1.0297=8.832\times10^{-4}$ Ha, and the pole is at $8.826\times10^{-4}$ Ha, below your $\tilde\omega=8.892\times10^{-4}$ Ha. Relative to the pole, $\tilde\omega$ is high by 0.8% and $\omega_B$ by 3.0%.

For large splitting the order reverses. With $d=g-\Delta$, $\langle g^{-1}\rangle=\Delta^{-1}-\langle d\rangle\Delta^{-2}+\langle d^2\rangle\Delta^{-3}-\dots$, so $\tilde\omega=\Delta-\Delta^2\langle g^{-1}\rangle=\langle d\rangle-\langle d^2\rangle/\Delta$. Inverting the series, $\omega_B=\langle g^{-1}\rangle^{-1}-\Delta=\langle d\rangle-(\langle d^2\rangle-\langle d\rangle^2)/\Delta$. The pole condition is the first expression with $d\to d-\omega$ set to zero, $\omega=\langle d\rangle-\langle(d-\omega)^2\rangle/\Delta$, and inserting $\omega\approx\langle d\rangle$ gives $\langle d\rangle-s^2/\Delta$. Through order $1/\Delta$ the pole equals $\omega_B$, while $\tilde\omega$ is low by $\langle d\rangle^2/\Delta$. At $\Delta=0.16$ Ha, $\xi=\pi/2$ the values are $\tilde\omega=0.03156$, pole $0.03858$, $\omega_{NK}=0.03874$ and $\omega_B=0.03932$ Ha, so relative to the pole $\tilde\omega$ is low by 18% and $\omega_B$ high by 1.9%. Here $R-1=0.0150$ against $s^2/\Delta^2=0.0213$: at this wavevector the small-$q$ estimate of $R-1$ is no longer accurate.

**Q.** Then I give up the claim for the energies. My $\tilde J_{ij}$ describe rotated fields, and a spin Hamiltonian meant to give the energy of rotated moments needs the renormalized ones. For the dynamics I keep a partial defence.

**A.** A conditional one. In the first case $\tilde\omega$ is close to the pole because $\tilde\omega/\Delta$ and $R-1$ are both small at that wavevector and partly cancel, not because the force theorem describes the dynamics. Both numbers follow from the same gaps and weights, so they can be compared in the case at hand before either frequency is called the magnon energy.

## Table of computed values

```
cluster: kT = 0.0010 Ha, Delta_i = [0.02  0.026 0.016 0.03 ] Ha
cluster moments m_i (electrons) = [1.6408 1.7209 1.3853 1.7455]
J12 (Ha): LKAG -7.4817e-04  Bruno -5.6950e-04  constrained -5.6950e-04
J13 (Ha): LKAG 3.9334e-04  Bruno 2.3723e-04  constrained 2.3723e-04
J34 (Ha): LKAG -7.3395e-04  Bruno -5.3532e-04  constrained -5.3532e-04
sc band: t = 0.01 Ha, n = 0.1, kT = 0.0020 Ha, mesh 40^3, q = xi(1,1,1)/a
Delta = 0.1600 Ha: m = 0.10000, I = 1.6000 Ha, mu = -0.11271 Ha, long. margin 1.0000
  xi=0.10pi wt 1.7552e-03 wB 1.7747e-03 w_constr 1.7747e-03 Ha ratio 1.0111 tilt 0.9890
  xi=0.50pi wt 3.1560e-02 wB 3.9315e-02 w_constr 3.9315e-02 Ha ratio 1.2457 tilt 0.8027
  xi=1.00pi wt 5.4788e-02 wB 8.3319e-02 w_constr 8.3320e-02 Ha ratio 1.5208 tilt 0.6576
Delta = 0.0400 Ha: m = 0.09999, I = 0.4000 Ha, mu = -0.05271 Ha, long. margin 0.9985
  xi=0.05pi wt 2.2122e-04 wB 2.2245e-04 w_constr 2.2245e-04 Ha ratio 1.0056 tilt 0.9945
  xi=0.10pi wt 8.8924e-04 wB 9.0946e-04 w_constr 9.0946e-04 Ha ratio 1.0227 tilt 0.9778
  xi=0.50pi wt 1.8296e-02 wB 3.3721e-02 w_constr 3.3721e-02 Ha ratio 1.8430 tilt 0.5426
  xi=1.00pi wt 2.6925e-02 wB 8.2370e-02 w_constr 8.2371e-02 Ha ratio 3.0593 tilt 0.3269
Delta = 0.0100 Ha: m = 0.04406, I = 0.2270 Ha, mu = -0.04233 Ha, long. margin 0.0471
  xi=0.10pi wt 8.0897e-05 wB 8.1557e-05 w_constr 8.1557e-05 Ha ratio 1.0082 tilt 0.9919
  xi=0.50pi wt 3.9179e-03 wB 6.4416e-03 w_constr 6.4417e-03 Ha ratio 1.6442 tilt 0.6082
  xi=1.00pi wt 7.6474e-03 wB 3.2506e-02 w_constr 3.2507e-02 Ha ratio 4.2507 tilt 0.2353
Delta = 0.0025 Ha: m = 0.01125, I = 0.2222 Ha, mu = -0.04179 Ha, long. margin 0.0028
  xi=0.10pi wt 1.8965e-05 wB 1.9110e-05 w_constr 1.9110e-05 Ha ratio 1.0076 tilt 0.9924
  xi=0.50pi wt 9.1531e-04 wB 1.4440e-03 w_constr 1.4440e-03 Ha ratio 1.5776 tilt 0.6339
  xi=1.00pi wt 1.9130e-03 wB 8.1468e-03 w_constr 8.1470e-03 Ha ratio 4.2588 tilt 0.2348
Delta=4t: (w-wt) at xi=0.10pi over xi=0.05pi = 16.42 (q^4 law)
main, Delta = 1088.5 meV, R point: wt = 732.7 meV, w = 2241.4 meV
main, Delta = 272.1 meV, R point: wt = 208.1 meV, w = 884.6 meV
xi=0.50pi: L(0)/L(q) = 1.5734, deviation(0.2t)/deviation(0.1t) = 4.006
xi=1.00pi: L(0)/L(q) = 4.2591, deviation(0.2t)/deviation(0.1t) = 4.108
Delta=0.04 Ha xi=0.10pi: wt 8.8924e-04 pole 8.8260e-04 NK 8.8322e-04 wB 9.0946e-04 Ha
   R-1 = 0.0297, var(g)/Delta^2 = 0.0290, wt/Delta = 0.0222, min gap 0.0212 Ha
Delta=0.16 Ha xi=0.50pi: wt 3.1560e-02 pole 3.8585e-02 NK 3.8735e-02 wB 3.9315e-02 Ha
   R-1 = 0.0150, var(g)/Delta^2 = 0.0213, wt/Delta = 0.1972, min gap 0.0751 Ha
free electrons: kF = 1 /bohr
  Delta = 0.005 Ha, q = 1 /bohr: wB/wt = 1.0965, 1/F = 1.0965
  Delta = 0.005 Ha, q = 2 /bohr: wB/wt = 2.0002, 1/F = 2.0000
  Delta = 0.005 Ha, q = 3 /bohr: wB/wt = 6.0716, 1/F = 6.0716
  Delta = 0.05 Ha, q = 0.02 /bohr: wt/q^2 = 4.17058e-03, Delta/12kF^2 = 4.16667e-03 Ha bohr^2
```
